# The {111} Planes of a (110) Silicon Wafer in Anisotropic Etching

Hot aqueous potassium hydroxide (KOH) dissolves silicon at a rate that depends strongly on the orientation of the exposed face, and the {111} faces dissolve slowest. This is taken here as an experimental fact. It makes the {111} planes the lasting walls of an etched cavity, so their directions decide how a mask must be drawn and what shape comes out.

The wafer surface is a (110) plane with outward normal $\mathbf n=[110]$. Components refer to the cubic axes, and a bar marks a negative index. A plane is called vertical if it is perpendicular to the wafer surface. The trace of a plane is the line in which it cuts the surface. A trace has no sense of direction, so the angle between two traces is quoted as the acute one.

## (a) Which {111} planes are vertical?

**Question.** List the distinct orientations in the {111} family and find those perpendicular to the (110) surface.

**Solution.** A plane with Miller indices $(hkl)$ satisfies

$$hx+ky+lz=\text{constant}.$$

If two points of the plane differ by $\mathbf d=(d_x,d_y,d_z)$, subtracting their equations gives $hd_x+kd_y+ld_z=0$. On cubic axes, which are orthogonal and have equal units of length, this is the ordinary scalar product of $\mathbf d$ with $[hkl]$. Every direction in the plane is therefore perpendicular to $[hkl]$, which is the normal. The lattice constant has dropped out, so all angles below are unchanged by uniform thermal expansion. A strain that makes the axes unequal would in general change them, although a stretch along [001] alone leaves a right angle between the surface and the vertical planes found below.

The family contains eight sign choices $(\pm1,\pm1,\pm1)$. Reversing all three signs gives the same orientation, so four remain:

$$\mathbf m_1=(1,\bar1,1),\quad \mathbf m_2=(\bar1,1,1),\quad \mathbf m_3=(1,1,1),\quad \mathbf m_4=(1,1,\bar1).$$

A plane is vertical if it contains the direction $\mathbf n$, which requires $\mathbf m\cdot\mathbf n=0$. The products are

$$\mathbf m_1\cdot\mathbf n=1-1+0=0,\qquad \mathbf m_2\cdot\mathbf n=-1+1+0=0,$$

$$\mathbf m_3\cdot\mathbf n=1+1+0=2,\qquad \mathbf m_4\cdot\mathbf n=1+1+0=2.$$

The vertical planes are $(1\bar11)$ and $(\bar111)$. The other two are inclined.

A (100)-type wafer behaves differently. With normal $[001]$, the product with each of the four normals is $+1$ or $-1$, never zero, so that wafer has no vertical {111} plane. A (110) wafer is therefore suited to grooves whose side walls are to be vertical {111} planes.

## (b) At what angle do the vertical planes cross on the surface?

**Question.** Find the traces of the two vertical planes and the angle between them.

**Solution.** A trace lies both in the surface and in the {111} plane. It is perpendicular to both normals, so it is parallel to $\mathbf n\times\mathbf m$. For the first plane,

$$\mathbf t_1=\mathbf n\times\mathbf m_1=\bigl(1\cdot1-0\cdot(-1),\;0\cdot1-1\cdot1,\;1\cdot(-1)-1\cdot1\bigr)=[1\,\bar1\,\bar2].$$

For the second,

$$\mathbf t_2=\mathbf n\times\mathbf m_2=\bigl(1\cdot1-0\cdot1,\;0\cdot(-1)-1\cdot1,\;1\cdot1-1\cdot(-1)\bigr)=[1\,\bar1\,2].$$

Both have length $\sqrt{1+1+4}=\sqrt6$, and their scalar product is $1+1-4=-2$. The negative sign means that these two arrows enclose the obtuse angle. For undirected lines the absolute value gives the acute one:

$$\cos\alpha=\frac{|\mathbf t_1\cdot\mathbf t_2|}{|\mathbf t_1||\mathbf t_2|}=\frac{2}{6}=\frac13,\qquad \alpha=\arccos\frac13=70.53^\circ.$$

The supplement is $109.47^\circ$. An opening bounded by these traces is thus a parallelogram with two corners of each kind, and not a rectangle.

The same angle separates the vertical planes themselves. Both normals lie in the wafer surface, and the product $\mathbf n\times\mathbf m$ turns each of them by $90^\circ$ about $\mathbf n$. Turning two lines together leaves their angle unchanged. Directly, $\mathbf m_1\cdot\mathbf m_2=-1-1+1=-1$ and $|\mathbf m_1||\mathbf m_2|=3$, which again gives $1/3$ in absolute value.

The bisectors of the traces will be needed in part (d). The angle $\beta$ between $\mathbf t_2$ and $[001]$ obeys

$$\cos\beta=\frac{2}{\sqrt6}=\sqrt{\frac23},\qquad \beta=35.26^\circ,$$

and $\mathbf t_1$ makes the same acute angle with $[001]$. Hence $[001]$ bisects the acute angle between the traces. The perpendicular surface direction $[1\bar10]$ bisects the obtuse angle and lies $54.74^\circ$ from each trace.

## (c) How steep are the two remaining planes?

**Question.** Find the tilt $\theta$ of $(111)$ and $(11\bar1)$, measured from the wafer surface, and explain any relation to the angle found in (b).

**Solution.** The angle between two planes equals the angle between their normals. For either inclined plane,

$$\cos\theta=\frac{\mathbf m\cdot\mathbf n}{|\mathbf m||\mathbf n|}=\frac{2}{\sqrt3\,\sqrt2}=\sqrt{\frac23}.$$

Then $\sin^2\theta=1-\tfrac23=\tfrac13$, and

$$\tan\theta=\frac{\sqrt{1/3}}{\sqrt{2/3}}=\frac1{\sqrt2},\qquad \theta=35.26^\circ.$$

Measured from the vertical, the inclination is $90^\circ-35.26^\circ=54.74^\circ$. The reference direction must be stated, because both numbers describe the same plane.

The traces follow as before:

$$\mathbf n\times\mathbf m_3=[1\,\bar1\,0],\qquad \mathbf n\times\mathbf m_4=[\bar1\,1\,0].$$

These are the same undirected line. The inclined planes share one trace direction and slope to opposite sides of it, like the two sides of a shallow V.

The tilt is half the angle between the vertical-plane traces:

$$\cos2\theta=2\cos^2\theta-1=\frac43-1=\frac13=\cos\alpha.$$

Symmetry explains this. The sum $\mathbf m_3+\mathbf m_4=(2,2,0)$ is parallel to $\mathbf n$, and the two normals have equal length, so $\mathbf n$ bisects the angle between them. That full angle is $2\theta$. Its cosine is $(1+1-1)/3=1/3$, the same magnitude as for the vertical pair, because any two different {111} orientations are related in the same way in a cubic crystal.

On the (100)-type wafer of part (a), the cosine of the tilt is $1/\sqrt3$ for all four planes, so each is inclined by $54.74^\circ$ to the surface. There the cavity has four equally sloping walls. The (110) wafer has two vertical orientations and two shallow ones.

## (d) How deep can an aligned opening be etched?

**Question.** A mask opening is a parallelogram with sides $a$ and $b$ along the two vertical-plane traces. Its acute corners point along $\pm[001]$. Treat the {111} etch rate as zero. Where do the inclined planes appear, and at what depth do they stop the etch?

**Solution.** Put the origin at the centre of the opening. Let $z$ be the coordinate along $[001]$ and let $d$ be the depth below the surface. Since $\mathbf n$ has length $\sqrt2$, a point at depth $d$ satisfies $(x+y)/\sqrt2=-d$, or

$$x+y=-\sqrt2\,d.$$

Consider a {111} plane that touches the edge of the opening and has the whole opening on one side. The silicon on its far side is covered by the mask at the top, and the etchant can reach it only through the plane. As the plane does not dissolve, it is a barrier. The cavity must stay on the near side of every such plane.

The vertical planes through the four mask edges are barriers of this kind. They keep the cavity directly below the opening. The inclined planes have traces along $[1\bar10]$, which is a line of constant $z$, so they touch the opening at its extreme values of $z$. These are the two acute corners, at $z=\pm L/2$, where $L$ is the extent of the opening along $[001]$.

The plane $(11\bar1)$ through the corner $z=+L/2$, $d=0$ has the equation $x+y-z=-L/2$. Substituting $x+y=-\sqrt2\,d$ gives

$$-\sqrt2\,d-z=-\frac L2\quad\Longrightarrow\quad z=\frac L2-\sqrt2\,d.$$

It descends from the corner towards the centre. The plane $(111)$ through the opposite corner has $x+y+z=-L/2$, hence $z=-L/2+\sqrt2\,d$. At depth $d$ the cavity is therefore confined to

$$|z|\le\frac L2-\sqrt2\,d.$$

The factor $\sqrt2$ is $1/\tan\theta$, the horizontal run per unit depth. The inclined planes of the same two orientations that touch the opposite corners slope outwards below the mask. They cut nothing from the region already enclosed by the vertical walls.

The two descending planes meet at $z=0$, where the allowed width in $z$ vanishes:

$$d_{\max}=\frac{L}{2\sqrt2}.$$

Each side of the parallelogram makes the angle $\beta$ with $[001]$, so going from one acute corner to the other along two sides gives

$$L=a\cos\beta+b\cos\beta=(a+b)\sqrt{\frac23}.$$

Therefore

$$d_{\max}=\frac{1}{2\sqrt2}\sqrt{\frac23}\,(a+b)=\frac{a+b}{2\sqrt3}.$$

For a long, narrow slot with $b\ll a$, the limit tends to $a/(2\sqrt3)$, about $0.29\,a$. The length of the slot then sets the greatest depth, and its width hardly matters. For a rhombus with $a=b$, the limit is $a/\sqrt3$.

The barrier argument proves that the cavity cannot be larger than this. It does not prove that the etch fills the whole allowed region, since some other face might stop it earlier. A simple lattice model shows what happens when {111} is the only flat face that resists. Sites form a face-centred cubic lattice, each standing for a pair of silicon atoms, and a site dissolves when fewer than nine of its twelve neighbours remain. The mask is represented by making the top two layers of sites insoluble outside the opening. A site on a flat {111} face keeps nine neighbours and stays. One on a flat (110) face keeps seven and dissolves, and so does one on a flat (100) face, which keeps eight. Take the aligned opening $|x-y+z|\le28$, $|-x+y+z|\le12$ in units of half a lattice constant, which extends 20 lattice constants along $[001]$. There 2597 sites dissolved, and none differed from the cavity predicted above. The site-for-site match depends on how the mask is modelled. It is unchanged with three protected layers, but with only the top layer protected a further 420 sites dissolve under the mask. The ratio of final depth to $L$ was 0.3536, equal to $1/(2\sqrt2)$ to the digits given.

In the same model, a rectangular opening $|x-y|\le8$, $|z|\le10$, with edges along $[001]$ and $[1\bar10]$, lost 240 sites from outside its outline (208 with three protected layers), while the aligned slot lost none. The edges along $[001]$ follow no {111} trace, so no {111} plane holds them and the etch runs under the mask there. The edges along $[1\bar10]$ are held by the inclined planes, which slope inwards from them. The model tests how slow faces select the shape. It does not predict chemical rates, and it cannot tell whether another face also etches slowly in a real solution. If one does, the etch may stop at a smaller depth.

## (e) What reaches the back of the wafer?

**Question.** A slot has long side $a=1500\ \mu\text{m}$ and perpendicular width $w=50\ \mu\text{m}$ between its long walls. The wafer thickness is $t=300\ \mu\text{m}$. Does the slot break through, and how long is the opening on the back face along the centreline parallel to $a$?

**Solution.** The width is measured perpendicular to the long walls, while $b$ runs obliquely at the angle $\alpha$. Thus $w=b\sin\alpha$, with $\sin\alpha=\sqrt{1-1/9}=0.943$, and

$$b=\frac{50}{0.943}\ \mu\text{m}=53.0\ \mu\text{m}.$$

The extent along $[001]$ and the limiting depth are

$$L=(1500+53.0)\times0.8165\ \mu\text{m}=1268\ \mu\text{m},$$

$$d_{\max}=\frac{1553.0}{3.464}\ \mu\text{m}=448\ \mu\text{m}.$$

This exceeds 300 µm, so the slot breaks through. The general condition is $a+b>2\sqrt3\,t$, and here the right-hand side is 1039 µm.

Let $s$ be the distance from the centre along the centreline. Since this line makes the angle $\beta$ with $[001]$, $z=s\cos\beta$. At depth $t$ the inclined planes allow $|s|\cos\beta\le L/2-\sqrt2\,t$. The full length is twice the largest $|s|$:

$$\ell=\frac{L-2\sqrt2\,t}{\cos\beta}=a+b-2\sqrt2\sqrt{\frac32}\,t=a+b-2\sqrt3\,t.$$

This holds for $0\le\ell\le a$. If the formula gives more than $a$, the depth is so small that the short vertical walls still end the centreline, and its length is $a$. If it gives a negative value, the etch has stopped inside the wafer. For the present slot,

$$\ell=(1553.0-1039.2)\ \mu\text{m}=514\ \mu\text{m}.$$

The centreline has lost 986 µm, about two thirds of its length at the front. The long walls are vertical, yet the ends are far from vertical. A mask drawn to the desired back length would be too short: at this width and thickness, a slot with $a$ below 986 µm would not break through at all. The two numbers agree because both equal $2\sqrt3\,t-b$.

## (f) How far do real conditions move these dimensions?

**Question.** Take a rough (110) etch rate of $2\ \mu\text{m/min}$ and a (110):(111) rate ratio of 200. Estimate the effect of the finite {111} rate, of a mask rotated by $0.1^\circ$, and of a wafer whose surface is miscut by $0.2^\circ$. Treat each effect separately.

**Solution.** The floor reaches the back face after $300/2=150$ min. The {111} rate is $2/200=0.01\ \mu\text{m/min}$. If each {111} wall moves as a whole plane from the start of the etch, its retreat along its normal is

$$\rho=0.01\times150\ \mu\text{m}=1.5\ \mu\text{m}.$$

Two long walls widen the slot by $2\rho=3.0\ \mu\text{m}$, or 6% of the drawn width.

The end planes also retreat, but the centreline meets them obliquely. At the $+z$ end, the unit normal pointing into the silicon is $(-1,-1,1)/\sqrt3$, and the centreline direction is $[1\bar12]/\sqrt6$. The cosine of the angle between them is

$$\frac{-1+1+2}{\sqrt{18}}=\frac{\sqrt2}{3}.$$

A normal shift $\rho$ therefore moves the intersection by $3\rho/\sqrt2$. Both ends together lengthen the back opening by $3\sqrt2\,\rho=6.4\ \mu\text{m}$, about 1.2% of 514 µm.

If the mask is rotated in the surface by $\delta=0.1^\circ$, the etch can widen the slot at most until its long walls are true {111} planes touching the outermost corners. Whether it gets that far depends on the etching time, so the result is an upper limit. Projecting both sides of the parallelogram on the wall normal gives, for the less favourable sense of rotation,

$$w'=a\sin\delta+b\sin(\alpha+\delta).$$

The first term is 2.62 µm. The small change in the second brings the largest possible widening to 2.65 µm, or 5% of the drawn width. The main term grows with the slot length, so this limit is larger for a long slot at the same angular error.

A miscut of $0.2^\circ$ tilts a nominally vertical plane by at most that angle. Across the wafer the wall is displaced sideways by at most

$$300\tan0.2^\circ\ \mu\text{m}=1.05\ \mu\text{m}.$$

The two long walls have the same crystal orientation and lean together, so the slot leans without tapering. The inclined ends are more sensitive: depending on the direction of the miscut, they shift the back opening along the centreline by up to about 4 µm. Both ends move the same way, so its length hardly changes.

The assumed rates are rough values for hot, concentrated KOH. The rate ratio varies considerably with concentration, temperature and alignment. With the thickness and (110) rate held fixed, the widening is $2t/200=3\ \mu\text{m}$ here and would be $2t/50=12\ \mu\text{m}$ at a ratio of 50. The assumption of a zero {111} rate therefore matters most for narrow slots. Temporary faces of other orientations, gas bubbles, roughness and etching beyond the moment of breakthrough are left out, and their effect is not estimated.

## Computed results

```
Wafer normal: [1 1 0]
plane [1, 1, 1]: m.n(integers) = 2, trace [1, -1, 0], angle to surface 35.26 deg
plane [1, 1, -1]: m.n(integers) = 2, trace [1, -1, 0], angle to surface 35.26 deg
plane [1, -1, 1]: m.n(integers) = 0, trace [1, -1, -2], angle to surface 90.00 deg
plane [-1, 1, 1]: m.n(integers) = 0, trace [1, -1, 2], angle to surface 90.00 deg
angle between vertical-plane traces: 70.53 deg
supplementary trace angle: 109.47 deg
tilt of remaining pair from surface: 35.26 deg
tilt of remaining pair from vertical: 54.74 deg
each vertical-plane trace to [001]: 35.26 deg
each vertical-plane trace to [1 -1 0]: 54.74 deg
automaton: dissolved sites 2597, sites differing from predicted cavity 0
automaton: final depth / [001] extent = 0.3536
formula: final depth / [001] extent = 0.3536
automaton: undercut sites, aligned slot 0, rectangular control 240
long side a: 1500 um; perpendicular width w: 50 um
wafer thickness t: 300 um
short side b: 53.03 um
opening extent along [001]: 1268.0 um
limiting etch depth: 448.3 um
minimum a+b for breakthrough: 1039.2 um
back-face centreline length: 513.8 um
centreline length lost through wafer: 986.2 um
rough (110) etch rate: 2.0 um/min
rough (110):(111) rate ratio: 200
etch time to back face: 150 min
{111} retreat normal to each wall: 1.50 um
slot widening from {111} retreat: 3.00 um
back-length gain from {111} retreat: 6.36 um
assumed mask misalignment: 0.1 deg
largest widening from misalignment: 2.65 um
assumed wafer miscut: 0.2 deg
largest wall offset through wafer: 1.05 um
```
